# Tenfold Loss of Tunnelling per 0.21 nm of Barrier Film: a numerical check

```python
# Result under test: for a flat barrier whose top lies U above the electron's
# energy, with film mass m_b, extra thickness a divides the transmission T by
# r = exp(2*kappa*a), kappa = sqrt(2*m_b*U)/hbar, once a film is present.
# For U = 3 eV and m_b = 0.4 m_e, a = 0.21 nm gives about a factor of ten.
# Symbols: d film thickness (nm); E electron energy above electrode band bottom
# (eV); m1 electrode mass; p conserved in-plane wavevector (1/nm).
# Masses are in units of the free-electron mass.
import numpy as np
from scipy.constants import hbar, m_e, e, h
from scipy.integrate import solve_ivp, quad

HB2 = hbar**2 / (m_e * e) * 1e18          # hbar^2/m_e in eV nm^2


def decay_constant(U, mb, p=0.0):
    return np.sqrt(2 * mb * U / HB2 + p**2)


def electrode_wavevector(E, m1, p=0.0):
    return np.sqrt(2 * m1 * E / HB2 - p**2)


def transmission_ode(d, U, mb, E, m1=1.0, p=0.0):
    """Integrate the Schroedinger equation back from the transmitted wave."""
    kz = electrode_wavevector(E, m1, p)
    start = np.array([1.0 + 0j, 1j * kz / m1])   # psi and psi'/mass
    if d == 0:
        psi, flux = start
    else:
        def rhs(x, y):
            return [mb * y[1], (2 * U / HB2 + p**2 / mb) * y[0]]
        sol = solve_ivp(rhs, (d, 0.0), start, method="DOP853",
                        rtol=1e-11, atol=1e-12)
        assert sol.success
        psi, flux = sol.y[:, -1]
    incident = 0.5 * (psi + flux * m1 / (1j * kz))
    return 1.0 / abs(incident)**2


def matching_factor(U, mb, E, m1=1.0, p=0.0):
    rho = (decay_constant(U, mb, p) / mb) / (electrode_wavevector(E, m1, p) / m1)
    return ((rho + 1 / rho) / 2)**2


def transmission_formula(d, U, mb, E, m1=1.0, p=0.0):
    C = matching_factor(U, mb, E, m1, p)
    return 1 / (1 + C * np.sinh(decay_constant(U, mb, p) * d)**2)


U, mb, E, m1, a = 3.0, 0.4, 5.0, 1.0, 0.21
kappa = decay_constant(U, mb)
r = np.exp(2 * kappa * a)
decade = np.log(10) / (2 * kappa)

# Closed transmission formula against the differential equation
for d in (0.1, 0.5, 1.5):
    for p in (0.0, 3.0):
        for energy, mass in ((5.0, 1.0), (1.0, 0.5)):
            direct = transmission_ode(d, U, mb, energy, mass, p)
            closed = transmission_formula(d, U, mb, energy, mass, p)
            assert abs(direct / closed - 1) < 1e-7

# Thick-film limit, including its prefactor
C = matching_factor(U, mb, E, m1)
thick_limit = 4 / C * np.exp(-2 * kappa * 1.5)
assert abs(transmission_ode(1.5, U, mb, E, m1) / thick_limit - 1) < 1e-5


# Decade length from the numerical slope, for several barriers and masses
def decade_from_ode(height, film_mass, energy):
    t1 = transmission_ode(1.0, height, film_mass, energy)
    t2 = transmission_ode(1.5, height, film_mass, energy)
    return 0.5 / np.log10(t1 / t2)


cases = [(3.0, 0.4, 5.0), (2.0, 0.4, 1.0), (3.0, 1.0, 5.0)]
decades = [decade_from_ode(*case) for case in cases]
for (height, film_mass, energy), found in zip(cases, decades):
    predicted = np.log(10) / (2 * decay_constant(height, film_mass))
    assert abs(found / predicted - 1) < 1e-4

# Finite-thickness correction and its electrode-independent bound
for d in (0.21, 0.5, 1.0):
    q = np.exp(-2 * kappa * d)
    bound = 2 * q * (1 + q) / (1 - q)**2
    for energy in (0.2, 5.0, 50.0):
        ratio = (transmission_ode(d, U, mb, energy)
                 / transmission_ode(d + a, U, mb, energy))
        g = 2 / matching_factor(U, mb, energy) - 1
        correction = (-(1 - 1 / r) * (g + (1 + 1 / r) * q / 2)
                      / (np.cosh(2 * kappa * d) + g))
        assert abs(ratio / r - 1 - correction) < 1e-7
        assert abs(ratio / r - 1) <= bound

# Worked films: transmissions come from the differential equation
films = [1.00, 1.21, 1.42, 1.63]
T = [transmission_ode(d, U, mb, E, m1) for d in films]
ratios = [T[i] / T[i + 1] for i in range(3)]
assert all(9 < value < 12 for value in ratios)
T0, T1, T2 = [transmission_ode(d, U, mb, E, m1) for d in (0.0, a, 2 * a)]
first_step, second_step = T0 / T1, T1 / T2
assert first_step < 5 < second_step


# Zero-temperature, low-bias conductance per area
def conductance_per_area(d):
    kF = electrode_wavevector(E, m1)
    integral = quad(lambda p: p / (2 * np.pi)
                    * transmission_formula(d, U, mb, E, m1, p),
                    0, kF, epsabs=0, epsrel=1e-9, limit=200)[0]
    return 2 * e**2 / h * integral * 1e18      # S/m^2


def algebraic_factor(d):
    return kappa / (2 * d) + 1 / (4 * d**2)


G1, G2 = conductance_per_area(2.0), conductance_per_area(2.0 + a)
G_ratio = G1 / G2
G_ratio_law = r * algebraic_factor(2.0) / algebraic_factor(2.0 + a)
# 1 percent allows for the slowly varying prefactor dropped in the law
assert abs(G_ratio / G_ratio_law - 1) < 0.01
assert r < G_ratio < 13

cycle = 0.10
q1 = np.exp(-2 * kappa * 1.0)
print(f"Barrier above electron energy U = {U:.1f} eV")
print(f"Film mass m_b = {mb:.1f} m_e; electrode mass m1 = {m1:.1f} m_e")
print(f"Electron energy above electrode band bottom E = {E:.1f} eV")
print(f"hbar = {hbar:.6e} J s")
print(f"m_e = {m_e:.6e} kg")
print(f"U in SI = {U * e:.5e} J")
print(f"Decay constant kappa = {kappa * 1e9:.4e} 1/m")
print(f"Decay constant kappa = {kappa:.4f} 1/nm")
print(f"Exponent 2*kappa*a for a = {a:.2f} nm: {2 * kappa * a:.4f}")
print(f"Suppression factor r = {r:.3f}")
print(f"Exact tenfold thickness = {decade:.4f} nm")
print(f"Electrode wavevector k = {electrode_wavevector(E, m1):.4f} 1/nm")
print(f"Matching factor C = {C:.4f}; thick-film prefactor 4/C = {4 / C:.4f}")
for d, value in zip(films, T):
    print(f"Transmission at d = {d:.2f} nm: {value:.4e}")
for i, value in enumerate(ratios):
    print(f"Ratio T({films[i]:.2f} nm)/T({films[i + 1]:.2f} nm) = {value:.3f}")
print(f"Bound on relative ratio error at d = 1.00 nm: "
      f"{2 * q1 * (1 + q1) / (1 - q1)**2:.2e}")
print(f"Bare-contact step, 0 to 0.21 nm: factor {first_step:.3f}")
print(f"Next step, 0.21 to 0.42 nm: factor {second_step:.3f}")
for (height, film_mass, energy), found in zip(cases, decades):
    print(f"Tenfold thickness, U = {height:.1f} eV, m_b = {film_mass:.1f} m_e, "
          f"E = {energy:.1f} eV: {found:.4f} nm")
print(f"Conductance per area at 2.00 nm: {G1:.4e} S/m^2")
print(f"Conductance per area at 2.21 nm: {G2:.4e} S/m^2")
print(f"Conductance ratio by quadrature = {G_ratio:.3f}")
print(f"Conductance ratio by thick-film law = {G_ratio_law:.3f}")
print(f"Assumed growth per cycle = {cycle:.2f} nm")
print(f"Suppression per cycle = {np.exp(2 * kappa * cycle):.3f}")
print(f"Cycles per tenfold suppression = {decade / cycle:.3f}")
print("OK")
```

Running it gives:

```
Barrier above electron energy U = 3.0 eV
Film mass m_b = 0.4 m_e; electrode mass m1 = 1.0 m_e
Electron energy above electrode band bottom E = 5.0 eV
hbar = 1.054572e-34 J s
m_e = 9.109384e-31 kg
U in SI = 4.80653e-19 J
Decay constant kappa = 5.6121e+09 1/m
Decay constant kappa = 5.6121 1/nm
Exponent 2*kappa*a for a = 0.21 nm: 2.3571
Suppression factor r = 10.560
Exact tenfold thickness = 0.2051 nm
Electrode wavevector k = 11.4558 1/nm
Matching factor C = 1.0417; thick-film prefactor 4/C = 3.8400
Transmission at d = 1.00 nm: 5.1247e-05
Transmission at d = 1.21 nm: 4.8529e-06
Transmission at d = 1.42 nm: 4.5954e-07
Transmission at d = 1.63 nm: 4.3516e-08
Ratio T(1.00 nm)/T(1.21 nm) = 10.560
Ratio T(1.21 nm)/T(1.42 nm) = 10.560
Ratio T(1.42 nm)/T(1.63 nm) = 10.560
Bound on relative ratio error at d = 1.00 nm: 2.67e-05
Bare-contact step, 0 to 0.21 nm: factor 3.254
Next step, 0.21 to 0.42 nm: factor 9.073
Tenfold thickness, U = 3.0 eV, m_b = 0.4 m_e, E = 5.0 eV: 0.2051 nm
Tenfold thickness, U = 2.0 eV, m_b = 0.4 m_e, E = 1.0 eV: 0.2512 nm
Tenfold thickness, U = 3.0 eV, m_b = 1.0 m_e, E = 5.0 eV: 0.1297 nm
Conductance per area at 2.00 nm: 1.2021e+04 S/m^2
Conductance per area at 2.21 nm: 1.0292e+03 S/m^2
Conductance ratio by quadrature = 11.680
Conductance ratio by thick-film law = 11.717
Assumed growth per cycle = 0.10 nm
Suppression per cycle = 3.072
Cycles per tenfold suppression = 2.051
OK
```
